Spin-orbit torque per current density versus torque at fixed electric field

**The argument under review**

The argument concerns two heavy metals, A and B, each of which can drive the same thin ferromagnet by spin-orbit torque. It runs as follows. Metal B has the larger damping-like torque per unit current density. A memory cell is driven by a voltage, so the two metals are to be compared at the same electric field. Since B is the more efficient converter of charge current into torque, B gives the larger torque in that comparison.

The first two statements can both be true. The third does not follow from them, because the efficiency was measured with one quantity held fixed and is applied with another held fixed. I set out below what does follow, whether the objection survives a realistic interface, and where the argument's conclusion becomes correct after all.

**What the two efficiencies measure**

Let τ be the magnitude of the damping-like torque per unit area of the interface, E the in-plane electric field, ρ the resistivity of the heavy metal and j = E/ρ the current density in it. Two efficiencies can be defined:

ξ_j = (2e/ħ) τ/j
ξ_E = (2e/ħ) τ/E

The first is a pure number and the second is a conductivity. Substituting j = E/ρ in the first gives ξ_j = (2e/ħ) τρ/E, hence

ξ_E = ξ_j/ρ.

At equal field the torques are in the ratio of the ξ_E, so

τ_B/τ_A = (ξ_jB/ξ_jA)(ρ_A/ρ_B)  (equal E).

The argument omits the second factor. At equal field the more resistive metal carries less current, and its higher efficiency acts on that smaller current. With all efficiencies positive, B is ahead at equal current density and behind at equal field when

1 < ξ_jB/ξ_jA < ρ_B/ρ_A.

The left inequality says that B wins per current density; the right one is the condition τ_B/τ_A < 1 at equal field. If ρ_B ≤ ρ_A the interval is empty, and the argument's conclusion holds. It also holds if the efficiency ratio exceeds the resistivity ratio. The claim is therefore not false for every pair of metals, but it lacks a premise about resistivity.

**A counterexample in the bulk**

Suppose first that the whole spin current made by the spin Hall effect reaches the magnet. I write the spin Hall conductivity S in units of (ħ/2e) S/cm, so that SE is the spin current expressed as a charge current density. If one source quotes S in these units and another in (ħ/e) S/cm, the numbers differ by a factor of two and must be converted before metals are compared.

In this limit ξ_E = S, and ξ_j = Sρ = θ, the spin Hall angle. Take

A: ρ = 25 μΩ cm, S = 4000 (ħ/2e) S/cm
B: ρ = 200 μΩ cm, S = 1000 (ħ/2e) S/cm.

Then

θ_A = 4000 × 25×10⁻⁶ = 0.10
θ_B = 1000 × 200×10⁻⁶ = 0.20.

Metal B has twice the efficiency per current density and one quarter of the torque at equal field. The efficiency ratio, 2, lies between 1 and the resistivity ratio, 8. This already refutes the inference as a matter of logic.

An author could reply that real films do not deliver the whole spin current, and that the delivered fraction itself depends on resistivity. The reply is fair. If B delivers a much larger fraction than A, the order at equal field could change back, so the fraction has to be calculated.

**How much spin current reaches the magnet**

Let the heavy metal occupy 0 < z < d, with the magnet at z = d. The spins injected along z are polarized in the plane, and the magnetization is taken perpendicular to that polarization, so that the arriving spin is entirely transverse to it. Transport is linear and diffusive.

Treat the two spin directions as channels with electrochemical potentials V₊ and V₋, in volts. With σ = 1/ρ, the currents along z are

j₊ = −(σ/2)V₊′ + SE/2
j₋ = −(σ/2)V₋′ − SE/2,

where the prime is d/dz. The spin Hall effect pushes the two channels in opposite directions. Spin flips transfer current between them at a rate proportional to U = V₊ − V₋:

j₊′ = −gU,  j₋′ = +gU.

The sum of these two equations is zero, so charge is conserved. The spin current is J = j₊ − j₋. Subtracting the current equations, and then the balance equations, gives

J = SE − (σ/2)U′
J′ = −2gU.

Since SE is uniform, differentiating the first line gives J′ = −(σ/2)U″. Equating this to −2gU yields

U″ = U/λ²,  λ² = σ/(4g),

with λ the spin diffusion length. The general solution is

U = a cosh(z/λ) + b sinh(z/λ).

No spin leaves through the outer face, so J(0) = 0, which means (σ/2)b/λ = SE. With the abbreviation k = σ/(2λ), this is b = SE/k.

At the magnet the transverse spin is absorbed. I describe this by a real mixing conductance G per area, defined by J(d) = G U(d), with U the full splitting between the channels. The imaginary part, which mainly produces a field-like torque, is left out. Write C = cosh(d/λ) and D = sinh(d/λ). The interface condition is

SE − k(aD + bC) = G(aC + bD).

Collect the terms in a and insert b = SE/k:

a(kD + GC) = SE(1 − C) − G SE D/k.

The required current is J(d) = G(aC + bD). Multiply it by (kD + GC) and insert a and b:

J(d)(kD + GC) = G SE [C(1 − C) − GCD/k + (D/k)(kD + GC)].

The two terms containing GCD/k cancel. What remains in the bracket is C − C² + D², and C² − D² = 1 turns this into C − 1. Therefore J(d) = T SE, with

T = G(C − 1)/(kD + GC).

Dividing numerator and denominator by D, using (C − 1)/D = tanh(d/2λ), and multiplying both by 2λ gives

T = 2λG tanh(d/2λ) / [σ + 2λG coth(d/λ)].

An electron carries spin ħ/2 and charge e, so the absorbed angular momentum per area and time is

τ = (ħ/2e) T SE.

Hence

ξ_E = TS,  ξ_j = TSρ.

**Limits of the transmission**

Dropping the positive term σ from the denominator can only increase T, so T < tanh(d/2λ) tanh(d/λ) < 1. In a thick film both hyperbolic functions tend to 1 and

T → 2λG/(σ + 2λG),

which approaches 1 for a transparent interface, 2λG ≫ σ. In this limit the bulk comparison is recovered.

In a very thin film, tanh(d/2λ) ≈ d/2λ and coth(d/λ) ≈ λ/d. Once 2λ²G/d also exceeds σ by a wide margin, T → d²/(2λ²). The spin accumulation is then smaller everywhere than at the outer face of a thick film, but it is much larger at the outer face than at the magnet. The diffusion current driven by this difference nearly cancels the spin Hall current, and little torque results in spite of a large S.

A direct numerical solution of the two channel equations on 401 grid points agrees with the formula for T to within one part in 10⁴ for both metals of the example below. For A with d = 40 nm and G = 10¹⁸ S/m², the same solution gives T = 1 to within 0.2 percent, as the thick, transparent limit requires.

**The counterexample with an interface**

Let both films be 5 nm thick with G = 10¹⁵ S/m², and let λ be 3.0 nm in A and 1.5 nm in B. It is convenient to express σ and 2λG in units of 10⁴ S/cm. For A they are 4 and 6; for B they are 0.5 and 3. Then

T_A = 6 × 0.682/(4 + 6 × 1.074) = 0.392
T_B = 3 × 0.931/(0.5 + 3 × 1.003) = 0.796.

Metal B does transmit better, by a factor of 2.03. Part of this comes from tanh(d/2λ), which is 0.931 against 0.682 because B is thicker in units of its own diffusion length. Most of the rest comes from the interface: 2λG is six times σ in B, but 1.5 times σ in A. The efficiencies are

A: ξ_E = 0.392 × 4000 = 1568 S/cm,  ξ_j = 0.392 × 0.10 = 0.039
B: ξ_E = 0.796 × 1000 = 796 S/cm,  ξ_j = 0.796 × 0.20 = 0.159.

Per current density B is now ahead by a factor of 4.06. At equal field its torque is 0.51 of that of A. The interface has raised the ratio from 0.25 to 0.51 without restoring the order that the argument predicts.

For a common field of 250 V/cm, which is 2.5×10⁴ V/m, the current densities are 10 MA/cm² in A and 1.25 MA/cm² in B. With ħ/2e = 3.29×10⁻¹⁶ V s and ξ_E in S/m,

τ_A = 3.29×10⁻¹⁶ × 1.568×10⁵ × 2.5×10⁴ = 1.29×10⁻⁶ J/m².

The same product for B gives 0.655×10⁻⁶ J/m². If the magnet has thickness t = 1 nm and magnetization M = 1000 kA/m, the field that would exert a torque of this size is τ/(Mt), because Mt is the magnetic moment per area. It is 1.29 mT for A and 0.655 mT for B.

The reversal does not depend on a fine adjustment of S_B. Keep ρ and λ of both metals fixed, so that T_A and T_B are fixed too. Then B wins at equal current density if S_B > T_A S_A ρ_A/(T_B ρ_B), and loses at equal field if S_B < T_A S_A/T_B. In numbers,

246 < S_B < 1969 (ħ/2e) S/cm.

The chosen value of 1000 is well inside. The numerical solution, repeated with S_B two percent to either side of each edge, shows the reversal on the inner side and not on the outer side. Above the upper edge, B gives more torque in both comparisons.

**One metal made more resistive**

The same distinction matters when a single metal is made dirtier. Assume that disorder raises ρ but leaves S and G unchanged, and that λ falls as 1/ρ. Then q = 2λG/σ = 2Gλρ is constant, and

T = q tanh(d/2λ)/[1 + q coth(d/λ)].

As λ falls, the numerator rises and the denominator falls, so T increases, but not beyond q/(1 + q). The torque at fixed field therefore saturates, at T = 0.6 for A, where q = 1.5. The efficiency ξ_j = TSρ goes on rising in proportion to ρ. An improvement in ξ_j obtained in this way is, near saturation, a record of the increased resistivity and not of more torque per field. If disorder also lowers S, the torque at fixed field can fall while ξ_j rises.

**Equal power and equal total current**

The counterexample must not be turned into the opposite error, that A is the better metal. At 250 V/cm, A carries eight times the current density of B, and so dissipates eight times the power per volume. Let the power per volume in the heavy metal, p = E²/ρ, be the fixed quantity instead. Then E = √(pρ), and

τ = (ħ/2e) ξ_E √(pρ) = (ħ/2e) √(p ξ_E ξ_j),

where the last step uses ξ_E²ρ = ξ_E ξ_j. The ratio of B to A is √(0.508 × 4.063) = 1.44, so B gives more torque for the same heating of the metal.

A conducting magnet lies in parallel with the heavy metal. At fixed E it does not alter the torque in this model, but it takes a share of any fixed total current. For a magnet of resistivity 100 μΩ cm, the sheet conductance of the bilayer, d/ρ plus the same quotient for the magnet, is

A: 0.020 + 0.001 = 0.021 S
B: 0.0025 + 0.001 = 0.0035 S.

Their ratio is 6. At equal total current the field is inversely proportional to the sheet conductance, so the torque ratio B/A is 0.508 × 6 = 3.05, down from 4.06 because the shunt takes a larger share in B. At equal total power the field varies as the inverse square root of the sheet conductance, and the ratio is 0.508 × √6 = 1.24.

**A voltage source does not by itself fix the field**

The argument passed from "driven by a voltage" to "at the same electric field". This step needs a premise of its own. Let the supply voltage V be the same for both metals, with a resistance R_s in series with a strip of length L and resistance R. The field in the strip is

E = (V/L) R/(R + R_s).

The more resistive strip keeps a larger part of the voltage. With r = ξ_EB/ξ_EA, the torques are equal when

r R_B/(R_B + R_s) = R_A/(R_A + R_s).

Multiply out:

r R_A R_B + r R_B R_s = R_A R_B + R_A R_s.

Collecting the terms in R_s gives

R_s = R_A R_B (1 − r)/(r R_B − R_A).

For r < 1 a positive solution requires r R_B > R_A; otherwise A stays ahead for every R_s. For strips 400 nm long and 100 nm wide, R is four times the inverse sheet conductance: 190.5 Ω for A and 1142.9 Ω for B. The torques are then equal at R_s = 275 Ω. With a source of 1000 Ω, B gives 1.69 times the torque of A. For very large R_s the ratio tends to r R_B/R_A = 3.05, the value at equal total current, as it should for a source that has become a current source.

The author's conclusion may thus hold in a particular circuit. The reason would be that the circuit does not hold the field equal, which is the opposite of the reason given.

**How far the model can be trusted**

The parameters of A are roughly those of platinum films, which have resistivities of some tens of μΩ cm and spin diffusion lengths of a few nanometres; the chosen G is towards the high end of what is commonly inferred. B is a model metal with round values, in the resistivity range of strongly disordered heavy-metal films. One assumption that can easily fail in a memory cell is the ideal voltage source. A small access transistor has a resistance of roughly a kilohm or more, and 1000 Ω already moves the ratio from 0.51 to 1.69.

The diffusion model is itself strained in A. A free-electron estimate with 6×10²² carriers per cm³ gives a mean free path of 3.3 nm, no shorter than λ and comparable with d. In B the estimate is 0.4 nm, near an atomic spacing, where the free-electron picture is doubtful too. The value of T_A is therefore an estimate. The ordering at equal field needs less than that value: if B cannot transmit more than its full spin Hall current, A wins whenever T_A > S_B/S_A = 0.25. The reversal does, however, depend on a sufficiently transparent interface. With the other values unchanged, the ratio B/A at equal field is 0.72 for G = 3×10¹⁴ S/m² and reaches 1 near 10¹⁴ S/m², below which B gives more torque in both comparisons. Thinner films also weaken the reversal: at G = 3×10¹⁴ S/m² it is lost when both films are thinner than about 2.3 nm, and at G = 10¹⁵ S/m² below about 0.8 nm, where the diffusion model no longer applies to A.

Spin lost at the interface has not been included. If both metals lose the same fraction of their torque, the ratio is unchanged. If A alone loses 40 percent, the ratio rises to 0.85, and a loss of slightly more than 49 percent in A alone removes the reversal. So does an additional interfacial torque in B worth 771 S/cm in ξ_E, about as much as B already produces.

Heating is small at the chosen field, but that field serves only for comparison and is too weak to write a typical cell. Steady one-dimensional heat flow through 100 nm of oxide, with a rough conductivity of 1.4 W/(m K), gives a rise of 0.94 K for A and 0.16 K for B. This ignores lateral spreading, which lowers the figure, and the thermal resistance of the substrate, which raises it. Since the rise varies as E², ten times the field would give about 94 K in A, and heating would then matter. Writing can require even more. Take a perpendicular magnet 100 nm square and 1 nm thick, with an energy barrier of 60 kT at 300 K. Its anisotropy field is about 50 mT, and in uniform rotation without an assisting field a slowly raised damping-like field pulls the moment into the plane at half that value, 25 mT; an abrupt pulse does so at a somewhat lower value. This does not by itself select the final direction, which requires an assisting field or another broken symmetry, and a magnet of this size need not rotate uniformly, so the figure only sets a scale. This is some 19 times the value for A at 250 V/cm, and the same steady estimate would then give a rise of hundreds of kelvin in A. A pulse shorter than the time heat needs to cross the oxide, of the order of 10 ns, would not reach this steady value. The torque ratios at equal field do not depend on E in this linear model, but they hold only while the heating leaves the material parameters unchanged.

A warmer environment can be estimated separately. Let A be 60 K hotter, with a rough resistivity coefficient of 0.003 per K, constant S and λ proportional to 1/ρ, while B is left unchanged. The ratio at equal field falls from 0.51 to 0.45, because the higher resistivity and the shorter λ both raise T_A, by about equal amounts. The coefficient is on the high side: in a platinum-like film of 25 μΩ cm much of the resistivity does not depend on temperature, and a value near 0.0017 per K gives 0.47. The reversal becomes stronger under these assumptions.

Finally, the spin accumulation drives a small charge current along the film through the inverse spin Hall effect. Onsager symmetry gives it the density SU′/2. Averaged over the thickness, it changes the current by 0.7 percent in A and 1.3 percent in B. This slightly alters an efficiency referred to the measured current, but not the torque at given E, since E is what enters the spin equations.

**What the argument should say**

To support a ranking at equal field, the author needs ξ_j/ρ for each metal, with both quantities taken from the same film at the same thickness and temperature. To support a ranking in a voltage-driven cell, the strip and source resistances are needed as well. The values for the case treated here are collected in the numerical output.

Computed values

```
INPUTS (A: rough platinum-like; B: model metal)
A resistivity = 25 microohm cm
A spin Hall conductivity = 4000 (hbar/2e) S/cm
A spin diffusion length = 3.0 nm
B resistivity = 200 microohm cm
B spin Hall conductivity = 1000 (hbar/2e) S/cm
B spin diffusion length = 1.5 nm
metal thickness = 5.0 nm
spin-mixing conductance = 1.0e+15 S/m^2
common electric field = 250 V/cm
magnet: thickness = 1.0 nm, resistivity = 100 microohm cm
magnet magnetization = 1000 kA/m
RESULTS
A spin Hall angle = 0.100
A transmission T = 0.3920
A xi_j = 0.0392
A xi_E = 1567.8 S/cm
A current density = 10.00 MA/cm^2
A torque per area = 1.290 microJ/m^2
A equivalent field = 1.290 mT
B spin Hall angle = 0.200
B transmission T = 0.7964
B xi_j = 0.1593
B xi_E = 796.4 S/cm
B current density = 1.25 MA/cm^2
B torque per area = 0.655 microJ/m^2
B equivalent field = 0.655 mT
TORQUE RATIOS B/A
bulk limit T=1: equal field 0.250, equal current density 2.000
equal field = 0.508
equal current density in metal = 4.063
resistivity ratio = 8.000
equal power per volume in metal = 1.437
equal total current, with magnet = 3.048
equal total power, with magnet = 1.244
reversal window for S of B = 246 to 1969 (hbar/2e) S/cm
NEGLECTED EFFECTS AND LIMITS
strip length, width = 400, 100 nm
strip resistance A, B = 190.5, 1142.9 ohm
source resistance for equal torque = 275 ohm
ratio B/A with 1000 ohm source = 1.693
oxide: 100 nm, 1.4 W/(m K) (rough)
heating A, B = 0.94, 0.16 K
A warmed by 60 K at 0.003 per K (rough): ratio B/A = 0.450
inverse spin Hall current change A, B = 0.66, 1.34 percent
assumed carrier density = 6.0e+22 cm^-3 (rough)
mean free path A, B = 3.3, 0.4 nm
T of A sufficient even for perfect B = 0.250
ratio B/A if A loses 40 percent of torque = 0.847
loss in A alone that cancels reversal = 49.2 percent
extra xi_E in B that cancels reversal = 771 S/cm
```
